# Exact mobility edge of a chain with a bounded quasiperiodic potential

## A cell of two sites

Consider a chain with nearest-neighbour hopping $t>0$ and site energies that alternate between $+2\lambda\cos\theta$ and $-2\lambda\cos\theta$, with $\lambda>0$. If the wavefunction gains a phase $\kappa$ across the two-site cell, the Bloch equations are

$$(E-2\lambda\cos\theta)u_0=t(1+e^{-i\kappa})u_1,\qquad (E+2\lambda\cos\theta)u_1=t(1+e^{i\kappa})u_0 .$$

Multiplying them, and using $4\cos^2\theta=2+2\cos2\theta$, gives

$$E^2=2t^2(1+\cos\kappa)+2\lambda^2(1+\cos2\theta).$$

The level depends on the twist $\kappa$ with weight $t^2$ and on the potential's phase with weight $\lambda^2$. Dependence on $\kappa$ means that the state reaches across the cell and feels its boundary. Dependence on $\theta$ means that it feels the local arrangement of site energies. For a cell of $q$ sites the weights become $t^q$ and $\lambda^q$, as shown below. In a long cell one of them therefore wins by an exponential factor, and which one wins depends on whether $\lambda$ exceeds $t$. The model treated here makes this competition depend on energy.

## Model and result

The equation on site $n$ is

$$t(u_{n+1}+u_{n-1})+V_nu_n=Eu_n,\qquad V_n=\frac{2\lambda\cos\theta_n}{1-\alpha\cos\theta_n},\qquad \theta_n=2\pi bn+\phi,$$

with $0<|\alpha|<1$, so that $V_n$ is bounded, and $b$ irrational. Define

$$P=\frac{\alpha E+2\lambda}{t},\qquad s=\sqrt{1-\alpha^2},\qquad X=\max(|P|,2|\alpha|),$$

$$g(E)=\ln\frac{X+\sqrt{X^2-4\alpha^2}}{2(1+s)} .$$

For $E$ in the spectrum, the Lyapunov exponent (the inverse localization length, per site) is

$$\gamma(E)=\max\{0,g(E)\}.$$

It is positive for $\alpha E>2(t-\lambda)$ and zero for $\alpha E<2(t-\lambda)$. The edge is

$$E_c=\frac{2(t-\lambda)}{\alpha}.$$

Localized states lie above $E_c$ if $\alpha>0$ and below it if $\alpha<0$. There is an edge between two kinds of state only if $E_c$ lies between the ends of the spectrum.

## Derivation

**Transfer matrix.** Solving for $u_{n+1}$ gives $u_{n+1}=[(E-V_n)/t]u_n-u_{n-1}$. The matrix taking $(u_n,u_{n-1})$ to $(u_{n+1},u_n)$ has determinant 1. Multiply it by $1-\alpha\cos\theta$ to remove the denominator. Since

$$(1-\alpha\cos\theta)\frac{E-V}{t}=\frac{E-(\alpha E+2\lambda)\cos\theta}{t}=\frac Et-P\cos\theta,$$

the result is linear in $\cos\theta$:

$$B(\theta)=\begin{pmatrix}E/t&-1\\1&0\end{pmatrix}+M\cos\theta,\qquad M=\begin{pmatrix}-P&\alpha\\-\alpha&0\end{pmatrix}.$$

**Trace over a period.** Replace $b$ by a fraction $p/q$ in lowest terms. The trace of the product of $B(\theta+2\pi pj/q)$ over $j=0,\dots,q-1$ contains harmonics $e^{im\theta}$ with $|m|\le q$. Shifting $\theta$ by $2\pi p/q$ permutes the factors cyclically, which leaves the trace unchanged. Repeated shifts generate $2\pi/q$, so only $m=0,\pm q$ survive.

To reach $m=q$, every factor must supply $\tfrac12Me^{i(\theta+2\pi pj/q)}$. The extra phases multiply to $e^{i\pi p(q-1)}=(-1)^{p(q-1)}$. The harmonic $m=-q$ has the same coefficient. Hence

$$\operatorname{tr}\prod_jB=a_0(E)+c\cos q\theta,\qquad c=(-1)^{p(q-1)}2^{1-q}\operatorname{tr}M^q .$$

For $\alpha=0$, $\operatorname{tr}M^q=(-2\lambda/t)^q$ and $|c|=2(\lambda/t)^q$, which is the weight announced for the simple chain.

**Denominator.** Let $K=(1+s)/2$ and $\beta=\alpha/(1+s)$. Then $2K\beta=\alpha$. Also $\beta^2=(1-s)/(1+s)$, so $K(1+\beta^2)=1$. Therefore $1-\alpha\cos\theta=K|1-\beta e^{i\theta}|^2$. The product of $1-\beta e^{i\theta}e^{2\pi ipj/q}$ over $j$ is $1-\beta^qe^{iq\theta}$, so

$$\prod_j(1-\alpha\cos\theta_j)=K^qd(x),\qquad d(x)=1-2\beta^q\cos x+\beta^{2q},\qquad x=q\theta .$$

**Level condition.** The true transfer matrix over a period has trace

$$T(x)=\frac{a+A\cos x}{d(x)},\qquad a=\frac{a_0}{K^q},\qquad A=\frac c{K^q}.$$

A Bloch state with twist $\kappa$ has multipliers $e^{\pm i\kappa}$, so its levels satisfy $T=2\cos\kappa$.

The eigenvalues of $M$ solve $\mu^2+P\mu+\alpha^2=0$. Their larger modulus is $\rho=(X+\sqrt{X^2-4\alpha^2})/2$, because for $|P|<2|\alpha|$ they are complex conjugates of modulus $|\alpha|$. Since $2K=1+s$, we have $e^g=\rho/(2K)$. For $|P|>2|\alpha|$ and large $q$, $|A|\simeq2e^{qg}$.

Changing $x$ by $\pi$ can move the numerator by $2|A|\simeq4e^{qg}$. Changing $\kappa$ from 0 to $\pi$ moves $2\cos\kappa$ by 4. For $|P|<2|\alpha|$, $\operatorname{tr}M^q$ oscillates and the phase shift can be much smaller. For $|P|>2|\alpha|$, if the slope of $a(E)$ is taken as constant over these shifts,

$$\frac{\text{level shift by phase}}{\text{level shift by twist}}\simeq e^{qg}.$$

**Bounds on the exponent.** Let $r$ be the spectral radius of the period matrix. Its determinant is 1, so $r=1$ for $|T|\le2$, and $r+1/r=|T|$ otherwise. In both cases

$$\max(1,|T|/2)\le r\le\max(1,|T|).$$

The phase-averaged exponent is $\gamma_q=\langle\ln r\rangle_x/q$.

Suppose $E$ is a level for some phase and twist. At that phase $|a+A\cos x|\le2d$, hence $|a|\le|A|+2(1+|\beta|^q)^2$. With $|\operatorname{tr}M^q|\le2\rho^q$ we have $|A|\le4e^{qg}$, and for every $x$

$$|T|\le\frac{8e^{qg}+2(1+|\beta|^q)^2}{(1-|\beta|^q)^2}.$$

Thus $\gamma_q\le\max(0,g)+O(1/q)$.

For the lower bound, $\gamma_q\ge0$ always holds, so only $g>0$ needs work. Then $|P|>2|\alpha|$, the eigenvalues of $M$ are real with equal signs, and $|A|\ge2e^{qg}$. Write

$$|a+A\cos x|=\tfrac{|A|}2\,|e^{ix}-z_1|\,|e^{ix}-z_2| .$$

The average of $\ln|e^{ix}-z|$ over $x$ is $\ln\max(1,|z|)\ge0$, by the mean-value property of harmonic functions. Hence $\langle\ln|a+A\cos x|\rangle\ge\ln(|A|/2)$. The same property gives $\langle\ln d\rangle=0$, because $d=|1-\beta^qe^{ix}|^2$ and $|\beta|<1$. With $r\ge|T|/2$,

$$\gamma_q\ge\frac1q\left(\ln\frac{|A|}2-\ln2\right)\ge g-\frac{\ln2}q .$$

**Irrational limit.** Let $p/q\to b$. Two theorems are used here without proof. Every energy in the limiting spectrum is approached by levels of the periodic chains, and the Lyapunov exponent of an analytic potential is jointly continuous in energy and frequency at irrational frequency. Together with the bounds they give $\gamma=\max(0,g)$.

**Position of the edge.** $X+\sqrt{X^2-4\alpha^2}$ increases with $X$ and equals $2(1+s)$ at $X=2$. So $g>0$ means $|P|>2$. The root $P=2$ is $\alpha E=2(t-\lambda)$. The root $P=-2$ is $\alpha E=-2(t+\lambda)$, which the spectrum cannot reach. Indeed $V$ increases with $\cos\theta$ and hopping adds at most $2t$ in magnitude, so for either sign of $\alpha$

$$\alpha E\ge-2|\alpha|t-\frac{2|\alpha|\lambda}{1+|\alpha|}>-2t-\lambda .$$

## What the exponent implies

For analytic potentials, a positive exponent throughout an energy region gives exponentially localized eigenstates there for almost every $b$. This is a theorem about typical frequencies. For the particular $b$ used below, the evidence offered is numerical.

A zero exponent alone does not prove that states are extended. Here more is known. Giving the phase an imaginary part $\epsilon$ multiplies the dominant harmonic by $e^{q|\epsilon|}$, and the upper bound becomes $\max(0,g+|\epsilon|)$. The denominator vanishes only at $|\epsilon|=-\ln|\beta|$, and $\rho\ge|\alpha|$ gives $g\ge\ln|\beta|$, so the range $|\epsilon|<|g|$ contains no pole of the potential. Where $g<0$, the exponent thus stays zero for $|\epsilon|<|g|$. Avila's theory of such chains then gives absolutely continuous spectrum for almost every phase.

## Limits and conditions

The bounds $-2t+V_{\min}\le E\le2t+V_{\max}$ show when no edge can occur. For $\alpha>0$, all states are extended if $E_c>2t+2\lambda/(1-\alpha)$. Multiplying by $\alpha(1-\alpha)/2$ gives $(t-\lambda)(1-\alpha)>\alpha t(1-\alpha)+\alpha\lambda$, or $\lambda<t(1-\alpha)^2$. All are localized if $E_c<-2t-2\lambda/(1+\alpha)$, which in the same way becomes $\lambda>t(1+\alpha)^2$. The map $\alpha\to-\alpha$, $\theta\to\theta+\pi$, $u_n\to(-1)^nu_n$ sends $E$ to $-E$, so for either sign

$$\lambda<(1-|\alpha|)^2t:\ \text{all extended},\qquad \lambda>(1+|\alpha|)^2t:\ \text{all localized}.$$

These conditions are sufficient, not necessary. Between them the ends of the spectrum must be computed. As $\alpha\to0$ they close on $\lambda=t$, and $\gamma\to\max\{0,\ln(\lambda/t)\}$. No edge in energy remains.

Near the edge, $dg/dP=1/\sqrt{P^2-4\alpha^2}=1/(2s)$ at $P=2$, and $dP/dE=\alpha/t$. On the localized side

$$\gamma\simeq\frac{|\alpha|\,|E-E_c|}{2ts},$$

so the localization length diverges with exponent one if the spectrum reaches $E_c$. If $E_c$ falls in a gap, as in the example below, the length stays finite at every allowed level.

## Worked example

Take $t=1$ as the energy unit, $\alpha=0.5$, $\lambda=0.90$ and $b=0.618034$, the inverse golden ratio. This $\lambda$ was selected from round values because levels then lie close to the edge on both sides. The edge is $E_c=2(1-0.90)/0.5=0.40$. Since $0.25<0.90<2.25$, neither sufficient condition applies.

Spectra were found by diagonalizing rings of $q$ sites with $b$ replaced by a ratio of Fibonacci numbers, $q\phi=\pi/2$ and $\kappa=\pi/2$. For 987 sites the levels run from $-2.014$ to $4.025$. Those next to the edge are at $0.3906$ and $0.4006$, and a fraction $0.416$ lies above it. The edge itself falls in the narrow gap between these two levels: iteration at $E=0.40$ gives an exponent of 0.025 per site, not zero. At the first level above the edge the linear law gives a length of more than 5,000 sites, large but finite. This length sets the decay of the far tail, not the width of the state: in a chain of 120,000 sites a state at this level has $1/\sum_n|u_n|^4$ of only about 50 sites.

**Exponent at one energy.** At $E=3.1299$, $P=0.5\times3.1299+1.8=3.365$ and $\sqrt{P^2-1}=3.213$. With $2(1+s)=3.732$, $\gamma=\ln(6.578/3.732)=0.567$, a length of 1.8 sites. Iterating $r_{n+1}=(E-V_n)/t-1/r_n$ at irrational $b$ and averaging $\ln|r_n|$ over 60,000 steps also gives 0.567. Over 24 levels sampled across the spectrum, the largest difference between iteration and formula is 0.0003 per site.

**Phase against twist.** On a ring of 55 sites:

| Level | Shift by phase | Shift by twist | $\ln(\text{ratio})/55$ | $g$ |
|---|---|---|---|---|
| 0.092 | $1.14\times10^{-5}$ | $2.77\times10^{-3}$ | $-0.100$ | $-0.094$ |
| 2.065 | $1.13\times10^{-2}$ | $4.69\times10^{-12}$ | $0.393$ | $0.385$ |

The competition seen in the two-site cell has become a factor of about 240 in favour of the twist for the first level, and about $2\times10^9$ in favour of the phase for the second.

**Participation.** The sum $\sum_n|u_n|^4$ for a normalized state is proportional to $1/N$ if the state extends over a ring of $N$ sites, and independent of $N$ if it is localized. From 377 to 987 sites its geometric mean falls from 0.00523 to 0.00200 below the edge, a power of $-0.997$ in $N$. Above the edge it goes from 0.570 to 0.568. Levels with $|g|<0.02$ were left out, since their length scale is not small against the rings.

**A gap beside the edge.** The largest gap on the 987-site ring runs from 0.4061 to 2.0611. The localized levels therefore form a narrow group just above $E_c$ and, beyond the gap, several further groups with smaller gaps between them. At 0.4061 the linear law gives $\gamma=0.2887\times0.0061=0.0018$, a length near 570 sites. At 2.065 the length is $1/0.385=2.6$ sites. Observed across allowed levels, the localization length thus drops abruptly, although $g(E)$ varies smoothly from one side of this gap to the other. The participation data do not test the narrow group, which the cut $|g|<0.02$ removes.

The formula must not be used inside the gap. At its centre, $E=1.234$, it gives 0.213, while iteration gives 0.611. The upper bound fails there because it needs $|a+A\cos x|\le2d$ at some phase, which a gap energy does not satisfy.

**Decay of one state.** For the highest level, a straight-line fit to $\ln|u_n|$ between 3 and 34 sites from the peak gives 0.76 per site. The formula gives 0.70. The fit is 9% higher; it covers a short window, whereas $\gamma$ is a rate over unlimited distance.

**Negative $\alpha$.** With $\alpha=-0.4$ and $\lambda=1.2$, $E_c=2(-0.2)/(-0.4)=1.0$. Iteration gives 0.761 per site at $E=-4.353$ and 0.0001 at $E=2.288$. The localized side is now the lower one.

## Implementation and range of use

Compute $X$ first, then $g$, then $\max(0,g)$. The maximum in $X$ keeps the square root real. Check separately that the energy belongs to the spectrum and that $E_c$ lies between its ends. Use rings for the spectrum, since an open chain can have end states inside gaps.

The result belongs to a clean, one-dimensional, noninteracting chain. It gives no estimate of the mobility edge in a three-dimensional solid with random disorder. Randomness matters even within the chain, where uncorrelated disorder localizes all states. Independent site energies, uniform over a full width $1.0\,t$, were added in one realization, with the energies held at sampled clean levels having $g<-0.05$. The mean exponent rose from 0.00002 to 0.155 per site, whose inverse is 6.5 sites. This is the inverse of an average over energies, so single levels can have longer localization lengths. The extended side of the edge is lost once the chain is much longer than all of them.
